\section*{The Asaro-Tiller-Grinfeld instability: which ripples grow on a stressed surface, part 2}

Does a small ripple on the surface of a stressed solid grow or decay? The solid fills $y<h(x)$, with vacuum above it. It is deep, uniform along $z$, isotropic and linearly elastic, with Young modulus $E$ and Poisson ratio $\nu$. When flat, it carries the uniform stress $\sigma$ along $x$, with tension positive. The ripple is $h=a\cos kx$, with $k=2\pi/\lambda$ and $ka\ll1$. It leaves the mean height and mean strain unchanged and adds no strain along $z$.

The surface energy $\gamma$ is per area measured before elastic deformation, and is independent of orientation and strain. Surface stress is left out of the theorem. Formulas hold in any consistent units.

Stress, strain and displacement are $\sigma_{ij}$, $\varepsilon_{ij}$ and $u_i$. A superscript $(1)$ marks the first-order part added by the ripple, and $u_x$, $u_y$ are the displacements it adds. The elastic energy per volume, taken at the surface, is $w$. The curvature $\kappa$ is positive on crests. A surface atom has volume $\Omega$ and chemical potential $\mu$, which equals $\mu_0$ on a flat, unstressed surface. Primes denote $x$ derivatives, $t$ is time, and $k_BT$ is Boltzmann's constant times temperature.

The theorem to be proved defines
\begin{equation}
k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma},\qquad
\lambda_c=\frac{2\pi}{k_c}=\frac{\pi E\gamma}{(1-\nu^2)\sigma^2}.
\label{theorem}
\end{equation}
Under the assumptions above, to leading order in $ka$:

(a) The ripple changes the total energy per area by $\tfrac14\gamma a^2k(k-k_c)$. This is negative if and only if $\lambda>\lambda_c$.

(b) If the surface evolves by surface diffusion, or by exchange of atoms with a reservoir in equilibrium with the flat surface, the ripple grows exponentially for $\lambda>\lambda_c$, is neutral at $\lambda_c$, and decays for $\lambda<\lambda_c$.

The results already established are
\begin{equation}
\begin{gathered}
\sigma^{(1)}_{xy}=-\sigma ak\sin kx,\qquad
\delta w=\sigma\varepsilon^{(1)}_{xx}=-\frac{2(1-\nu^2)\sigma^2}{E}ak\cos kx,\\
\mu=\mu_0+\Omega(w+\gamma\kappa).
\end{gathered}
\label{carry}
\end{equation}
The stress and $\delta w$ are surface values. A change of profile costs the energy $\int(w+\gamma\kappa)\,\delta h\,dx$ per unit length along $z$.

\subsection{Proof of part (a): energy}

For a small slope, $\kappa=-h''=ak^2\cos kx$. With \eqref{carry}, the change of $w+\gamma\kappa$ from its flat value is
\begin{align}
\delta(w+\gamma\kappa)
&=\left[\gamma k^2-\frac{2(1-\nu^2)\sigma^2}{E}k\right]a\cos kx\nonumber\\
&=\gamma k(k-k_c)\,a\cos kx,\qquad k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma}.
\label{drive}
\end{align}
Let the amplitude increase by $da$, so that $\delta h=\cos kx\,da$. The flat value of $w$ contributes nothing, because the mean of $\cos kx$ is zero. The mean of $\cos^2kx$ is $\tfrac12$. The energy per area $\Delta F$ therefore obeys
\begin{equation}
\frac{d\Delta F}{da}=\frac12\gamma k(k-k_c)a,\qquad
\Delta F=\frac14\gamma a^2k(k-k_c).
\label{dF}
\end{equation}
The energy falls if and only if $k<k_c$, which means $\lambda>2\pi/k_c$. Inserting $k_c$,
\begin{equation}
\lambda_c=\frac{2\pi E\gamma}{2(1-\nu^2)\sigma^2}=\frac{\pi E\gamma}{(1-\nu^2)\sigma^2}.
\label{lamc}
\end{equation}
This proves part (a). $\square$

\paragraph{A second view of the elastic term.} Cut the ripple while holding the surface with the traction that keeps the flat stress unchanged. To leading order this traction is $-\sigma h'$ along $x$. The mean height is unchanged, so the elastic energy is too. Then release the traction slowly. The surface moves by $u_x$, found by integrating $\varepsilon^{(1)}_{xx}$ over $x$:
\begin{equation}
u_x=-\frac{2(1-\nu^2)}{E}\sigma a\sin kx .
\end{equation}
The traction falls linearly to zero as the displacement builds up, so its work on the solid is half the product of initial traction and final displacement. With $-\sigma h'=\sigma ak\sin kx$ and a mean of $\tfrac12$ for $\sin^2kx$, the work per area is
\begin{equation}
\frac12\cdot\frac12\,(\sigma ak)\left(-\frac{2(1-\nu^2)}{E}\sigma a\right)
=-\frac{(1-\nu^2)\sigma^2a^2k}{2E}.
\label{release}
\end{equation}
This is the elastic part of \eqref{dF}. It grows as $k$, whereas the capillary cost $\tfrac14\gamma a^2k^2$ grows as $k^2$. Long ripples therefore favour the release of elastic energy, and short ones are flattened by surface energy. As $\sigma\to0$ the threshold wavelength goes to infinity, and every finite wavelength decays.

\subsection{Proof of part (b): growth}

\paragraph{Surface diffusion.} Let $D_s$ be the surface diffusivity, taken as uniform, and let the surface hold about $\Omega^{-2/3}$ mobile atoms per area. The atomic current along the arc length $\ell$ is
\begin{equation}
J=-\frac{D_s\Omega^{-2/3}}{k_BT}\,\frac{\partial\mu}{\partial \ell}.
\end{equation}
Atoms are conserved, so the surface advances along its normal at the speed $-\Omega\,\partial J/\partial \ell$. The vertical speed is larger by $\sqrt{1+h'^2}$, while $\partial/\partial\ell=(1+h'^2)^{-1/2}\partial/\partial x$. Hence $\partial_th=-\Omega\,\partial_xJ$, or
\begin{equation}
\frac{\partial h}{\partial t}=M\frac{\partial}{\partial x}\left[\frac{1}{\sqrt{1+h'^2}}\frac{\partial(w+\gamma\kappa)}{\partial x}\right],\qquad
M=\frac{D_s\Omega^{4/3}}{k_BT}.
\label{diff}
\end{equation}
To first order the square root is one, and two derivatives of $\cos kx$ give $-k^2\cos kx$. With \eqref{drive},
\begin{equation}
\frac{1}{a}\frac{da}{dt}=r(k)=M\gamma k^3(k_c-k).
\label{rate}
\end{equation}

\paragraph{Exchange with a reservoir.} Suppose the normal speed is $-K$ times the excess of $w+\gamma\kappa$ over its flat value, with $K>0$. Then \eqref{drive} gives
\begin{equation}
\frac1a\frac{da}{dt}=K\gamma k(k_c-k).
\label{evap}
\end{equation}

Both rates are positive for $k<k_c$, zero at $k_c$ and negative for $k>k_c$. This proves part (b). $\square$

\paragraph{The fastest ripple.} The rate \eqref{rate} vanishes at $k=0$ and $k=k_c$ and is positive between them. Its derivative, $M\gamma k^2(3k_c-4k)$, has one zero in that interval, which is therefore the maximum:
\begin{equation}
k=\tfrac34k_c,\qquad \lambda=\tfrac43\lambda_c,\qquad
r_{\max}=\tfrac{27}{256}M\gamma k_c^4 .
\label{fast}
\end{equation}
For exchange, the same reasoning with $k_c-2k=0$ gives $\lambda=2\lambda_c$. The transport mechanism changes the fastest wavelength and leaves the threshold where it is. Since $k_c\propto\sigma^2$, the maximum rate under surface diffusion scales as $\sigma^8$ when $M$, $\gamma$ and the elastic constants are held fixed.

\subsection{Lemma 4: films on other supports}

Let a film of thickness $H$ rest on a support with other elastic constants. Define the surface compliance $C$ by $ku_x=C\sigma^{(1)}_{xy}$ at the surface, with no normal load. Then the ripple grows if and only if
\begin{equation}
\sigma^2C>\gamma k .
\label{general}
\end{equation}
Here $C$ has the unit of an inverse modulus, because $ku_x$ has no unit.

\paragraph{Proof.} The shear load is still $-\sigma ak\sin kx$, so $u_x=-C\sigma a\sin kx$ and $\varepsilon^{(1)}_{xx}=-C\sigma ak\cos kx$. Then $\delta w=-C\sigma^2ak\cos kx$, and adding $\gamma\kappa$ gives $(\gamma k-\sigma^2C)\,ka\cos kx$. Growth requires a negative bracket. $\square$

For a deep uniform solid, $C=2(1-\nu^2)/E$ and \eqref{general} returns $k<k_c$. The same holds for a film on a thick substrate with equal elastic constants, as long as the ripple does not cut through the film.

On a rigid support, a long ripple with $kH\ll1$ shears the film almost uniformly. Corrections are of relative order $(kH)^2$: the stress $\sigma_{xx}^{(1)}$ is of order $kH$ times the load, and one more $x$ derivative, summed over the depth $H$, supplies the second factor $kH$. The vertical displacement is of order $kH$ times $u_x$, and its slope along $x$ adds a shear strain of the same relative order $(kH)^2$. With the shear modulus $G=E/[2(1+\nu)]$, the surface moves by $u_x=H\sigma^{(1)}_{xy}/G$, so $C=kH/G$. Condition \eqref{general} becomes
\begin{equation}
H>H_r=\frac{\gamma G}{\sigma^2}.
\label{rigid}
\end{equation}
A thinner film is stable against long ripples. For $\nu=0.34$, $C$ was computed at 80 values of $kH$ from 0.01 to 10. A film 2\% thinner than $H_r$ was stable at all of them, and a film 2\% thicker was unstable at some. At larger $kH$ the deep-solid value applies, for which $GC/(kH)=(1-\nu)/(kH)$ is well below one.

\subsection{Worked example: a tantalum film}

Tantalum serves as a barrier metal in interconnects. Take assumed inputs, of a plausible size for a sputtered film but not measured data: $E=186$ GPa, $\nu=0.34$, $\gamma=2.5$ J/m$^2$, equibiaxial stress $\sigma=-2$ GPa and thickness 500 nm. Since 1 J/m$^2$ equals 1 GPa\,nm,
\begin{equation}
\lambda_c=\frac{\pi\,(186)(2.5)}{(1-0.34^2)(2)^2}\ \text{nm}\approx413\ \text{nm}=0.413\ \mu\text{m}.
\end{equation}
In the deep-solid limit the fastest ripple is near 551 nm for surface diffusion and 826 nm for exchange. The second has $kH\approx3.8$ in this film, so a support with other elastic constants can shift it.

As a test, the elastic problem was solved on the curved surface itself for $ka=0.02$, and the energy density was integrated over the volume. The total energy changes sign at 413 nm for equibiaxial compression, equibiaxial tension and plane-strain compression.

A ripple of amplitude 2 nm shows the balance. At $\lambda=300$ nm the energies, in mJ/m$^2$, are $-0.80$ elastic and $+1.10$ capillary, so the ripple costs 0.30. At 600 nm they are $-0.40$ and $+0.27$, so it gains 0.12. Doubling the wavelength halves the elastic gain and quarters the capillary cost, as \eqref{dF} requires.

\paragraph{What the model leaves out.} The changes below are relative to 413 nm, with one assumption altered at a time.

Cubic elasticity, with assumed constants 265, 160 and 83 GPa for $C_{11}$, $C_{12}$ and $C_{44}$, gives 394 nm for ripples along [100] on a (001) surface and 430 nm along [110]. These are shifts of about 5\% and 4\%. These constants, like $E$ above, refer to bcc tantalum; sputtered films are often the tetragonal $\beta$ phase, which is not treated here.

Surface-energy anisotropy can matter more. Let $\gamma(\theta)=\gamma(1+\epsilon\cos4\theta)$ at tilt $\theta$. The energy per projected area is $\gamma(\theta)/\cos\theta$, and its $\theta^2$ term is
\begin{equation}
\gamma\left[\tfrac12(1+\epsilon)-8\epsilon\right]\theta^2=\tfrac12\gamma(1-15\epsilon)\theta^2 .
\end{equation}
Thus $\gamma(1-15\epsilon)$ replaces $\gamma$ in the threshold. An assumed $\epsilon=0.02$ lowers $\lambda_c$ by 30\%, to 289 nm; the opposite sign raises it by 30\%. A faceted surface has a cusp in $\gamma(\theta)$, and this expansion fails.

A surface stress $\tau$ presses on a curved surface with a load of order $\tau ak^2$. To first order in $\tau$, the energy per area changes by $\tau$ times the mean change of the strain along the surface, which has two parts. A piece of surface with slope $h'$ feels the flat-state strain lowered by $(\varepsilon_{xx}-\varepsilon_{yy})h'^2=(1+\nu)\sigma h'^2/E$, with mean $(1+\nu)\sigma a^2k^2/(2E)$. The ripple also moves the surface vertically by $u_y=-(1+\nu)(1-2\nu)(\sigma a/E)\cos kx$, found by integrating $\varepsilon^{(1)}_{yy}$ over depth, and this adds the mean of $\kappa u_y$, namely $-(1+\nu)(1-2\nu)\sigma a^2k^2/(2E)$. The sum is $-(1-\nu^2)\sigma a^2k^2/E$. Compared with $\tfrac14\gamma a^2k^2$, it replaces $\gamma$ by $\gamma-4(1-\nu^2)\tau\sigma/E$, with $\gamma$ taken at the strain of the film. For $\tau=\gamma$ this raises $\lambda_c$ by about 3.8\% under 2 GPa of compression and lowers it by as much under tension, so the two signs of stress are no longer equivalent. The film strain itself is 0.7\%; if $\gamma$ is the value for the unstrained surface, the shift is about 2.4\%.

For the 500 nm film, a rigid support and a free underside both leave $\lambda_c$ at 413 nm, because $k_cH\approx7.6$ and the disturbance hardly reaches the bottom. The free underside is a bound within linear elasticity only: an unsupported film under this compression would buckle at wavelengths above about 9 $\mu$m, which the model does not describe.

\paragraph{Time and temperature.} Heating from 293 to 673 K on silicon, with an assumed expansion mismatch of $4\times10^{-6}$ K$^{-1}$ (on the high side: coefficients averaged over this range give about $3\times10^{-6}$ K$^{-1}$, or about $-0.3$ GPa), adds
\begin{equation}
-\frac{186}{0.66}\,(4\times10^{-6})(380)\ \text{GPa}\approx-0.43\ \text{GPa}.
\end{equation}
If nothing relaxes, $\lambda_c$ falls to $413\,(2/2.43)^2\approx280$ nm. If half the original stress relaxes instead, the deep-solid formula gives a fourfold rise, to about 1.7 $\mu$m. There $kH\approx1.9$, so for a 500 nm film the actual value depends on the support.

Assume $D_s=D_0e^{-Q/k_BT}$ with $D_0=0.01$ cm$^2$/s and $\Omega=0.018$ nm$^3$. For $Q=2.0$ eV at 673 K, $D_s\approx1.1\times10^{-21}$ m$^2$/s and $M\gamma\approx1.3\times10^{-39}$ m$^4$/s. With $k_c=1.52\times10^7$ m$^{-1}$, \eqref{fast} gives, with unrounded factors, $r_{\max}\approx7.6\times10^{-12}$ s$^{-1}$, so growth by a factor $e$ takes about 4000 years. For $Q=2.5$ eV it takes about $2\times10^7$ years, and one hour would need about 1800 K with the stress still in place. Silicon melts below that temperature, so the last figure is an extrapolation that shows how slow the process is, not a usable condition. These times hold the stress at 2 GPa and inherit the large uncertainty of $Q$. Energy permits the instability; with these parameters, diffusion does not deliver it at 673 K.

\paragraph{The real barrier film.} Sputtered tantalum can carry compressive stress of the order of a gigapascal, so 2 GPa is a high but relevant value. The thickness is not typical: interconnect barriers are a few nanometres thick, and 500 nm was chosen so that the deep-solid result applies. On a rigid support the limit is $H_r=2.5\times69.4/4\approx43$ nm, and a bare 5 nm film would be stable. Real dielectrics are not rigid, so this limit is no design rule for them: a long ripple also deforms the support, which raises $C$. On a deep elastic support $C$ tends to the support's own deep-solid value as $k\to0$, so \eqref{general} is met at long enough wavelengths whatever the film thickness. In a finished line the barrier is covered by copper and has no free surface, so the theorem does not apply to it. For an exposed 500 nm film, stress relaxation is the largest shift sized here, roughly a factor of four for half the stress. An oxide skin and creep during growth are not included, and their effect is not sized. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
Young modulus E = 186 GPa
Poisson ratio nu = 0.34
surface energy gamma = 2.50 J/m^2
film stress sigma = -2.00 GPa
film thickness = 500 nm
shear modulus G = 69.4 GPa
critical wavelength, formula = 412.9 nm
critical wavenumber = 0.01522 1/nm
zero of volume energy, biaxial = 413.0 nm
zero of volume energy, plane strain = 413.0 nm
zero of volume energy, tension = 413.0 nm
crest stress change / (sigma k a) = -2.0000
fastest wavelength, surface diffusion = 550.7 nm
fastest wavelength, exchange = 826.0 nm
2 nm ripple, 300 nm: elastic = -0.7956 mJ/m^2
2 nm ripple, 300 nm: capillary = 1.0963 mJ/m^2
2 nm ripple, 300 nm: total = 0.3006 mJ/m^2
2 nm ripple, 600 nm: elastic = -0.3982 mJ/m^2
2 nm ripple, 600 nm: capillary = 0.2741 mJ/m^2
2 nm ripple, 600 nm: total = -0.1241 mJ/m^2
critical wavelength, rigid substrate = 413.0 nm
critical wavelength, free underside = 412.9 nm
stable thickness limit, rigid substrate = 43.4 nm
cubic constants C11, C12, C44 = 265, 160, 83 GPa
critical wavelength, cubic [100] = 393.7 nm
critical wavelength, cubic [110] = 429.9 nm
surface-energy anisotropy eps = 0.02 (no unit)
surface stiffness / gamma = 0.700 (no unit)
critical wavelength with stiffness = 289.1 nm
film strain magnitude = 0.71 percent
process temperature = 673 K
room temperature = 293 K
expansion mismatch = 4.0 1e-6/K
thermal stress on heating = -0.43 GPa
critical wavelength with thermal stress = 280.1 nm
critical wavelength at half stress = 1652 nm
diffusion prefactor = 0.01 cm^2/s
atomic volume = 0.018 nm^3
growth time at 673 K, barrier 2.0 eV = 4.2e+03 years
growth time at 673 K, barrier 2.5 eV = 2.3e+07 years
temperature for 1 hour growth, 2.5 eV = 1804 K
\end{verbatim}
